\section*{Why Tauc and Cody plots give one amorphous film different gaps}

\section*{Question}

The absorption of an amorphous film is measured once. Plotted in Tauc's way, the data look straight above the absorption edge, and the line reaches zero at one photon energy. Plotted in Cody's way, the same data again look straight, but the line reaches zero at a lower energy. Both plots assume the same parabolic bands. Why do they disagree, and what does the disagreement say about the film?

\section*{Mechanism: one factor of the photon energy}

Let $E$ be the photon energy and $\varepsilon_2$ the imaginary part of the dielectric function. The two ordinates are
\begin{equation}
C(E)=\sqrt{\varepsilon_2(E)}\quad\text{(Cody)},\qquad
T(E)=E\,C(E)\quad\text{(Tauc)}.
\label{plots}
\end{equation}
Cody's plot is straight if the dipole matrix element between valence and conduction states is constant, Tauc's if the momentum matrix element is constant. The two elements differ by a factor $E$, so they cannot both be constant. If one plot is straight, multiplying or dividing it by $E$ bends the other. A line fitted to the bent plot is extrapolated along a local slope and misses the band edge.

The derivation uses Hartree atomic units; photon energies and gaps are quoted in eV. If the absorption coefficient $\alpha$ is measured, let $n$ and $\kappa$ be the real and imaginary parts of the refractive index and $c$ the speed of light. From $\varepsilon_2=2n\kappa$ and $\alpha=2E\kappa/c$ follows $\alpha=E\varepsilon_2/(nc)$. Hence $T=\sqrt{cn\alpha E}$ and $C=\sqrt{cn\alpha/E}$. Leaving out $n$ is harmless only if it is constant over the fitted range.

\section*{From matrix elements to the two plots}

\subsection*{Absorption and the two matrix elements}

Take independent electrons, filled valence states $v$, empty conduction states $c$, and a field $F\cos(Et)$ along $x$ that acts on the electrons without local-field corrections. The perturbation is $xF\cos(Et)$, and its absorbing part has amplitude $F/2$. The golden rule gives each pair the rate $2\pi(F/2)^2|x_{cv}|^2\delta(\epsilon_c-\epsilon_v-E)$. With two spins and energy $E$ per transition, the power absorbed per volume $V$ is
\begin{equation}
\frac{\pi E F^2}{V}\sum_{cv}|x_{cv}|^2\delta(\epsilon_c-\epsilon_v-E)
=\frac{E\,\varepsilon_2F^2}{8\pi}.
\end{equation}
The right side is the macroscopic loss $\tfrac12\sigma_1F^2$ with conductivity $\sigma_1=E\varepsilon_2/(4\pi)$. Therefore
\begin{equation}
\varepsilon_2=\frac{8\pi^2}{V}\sum_{cv}|x_{cv}|^2\,\delta(\epsilon_c-\epsilon_v-E).
\label{golden}
\end{equation}

For a Hamiltonian $H=p^2/2+U(\mathbf r)$ with a local potential, $x$ commutes with $U$, and $[x,p_x^2/2]=\tfrac12([x,p_x]p_x+p_x[x,p_x])=ip_x$. Taking the element of $[x,H]=ip_x$ between $c$ and $v$ gives
\begin{equation}
(\epsilon_v-\epsilon_c)\,x_{cv}=i\,p_{cv}
\quad\Rightarrow\quad |p_{cv}|=E\,|x_{cv}|
\label{px}
\end{equation}
for every pair that absorbs at $E$. Disorder does not matter here, since no symmetry of $U$ was used. The step does need states that vanish at the surface of the sample, so that no boundary term appears. With periodic boundary conditions $x$ is not a proper operator, and \eqref{px} then serves as the definition of $x_{cv}$. A nonlocal potential would add a term to the commutator.

\subsection*{Loss of momentum selection}

In a crystal, momentum conservation picks out few pairs. In the amorphous film I assume that all pairs contribute, with a mean squared element that depends on the two energies through their difference at most. The oscillator strength of one initial state is shared among a number of final states proportional to $V$, so the mean square scales as $1/V$. Write
\begin{equation}
D^2=V\langle|x_{cv}|^2\rangle,\qquad P^2=V\langle|p_{cv}|^2\rangle=E^2D^2 .
\end{equation}
With densities of states $g_v$, $g_c$ per volume and spin, there are $V^2g_vg_c\,d\epsilon_v\,d\epsilon_c$ pairs. Equation~\eqref{golden} becomes
\begin{equation}
\varepsilon_2=8\pi^2D^2J=\frac{8\pi^2P^2J}{E^2},\qquad
J(E)=\int g_v(\epsilon-E)\,g_c(\epsilon)\,d\epsilon .
\label{eps}
\end{equation}

\subsection*{Parabolic bands}

Let the band edges be separated by $G$. A band of mass $m$ holds $(2m\epsilon)^{3/2}/(6\pi^2)$ states per volume and spin up to energy $\epsilon$ from its edge. Differentiation gives $g=m^{3/2}\sqrt{\epsilon}/(\sqrt2\,\pi^2)$. With $\Delta=E-G$ shared between electron and hole,
\begin{equation}
J=\frac{(m_vm_c)^{3/2}}{2\pi^4}\int_0^{\Delta}\!\sqrt{u(\Delta-u)}\,du
=\frac{(m_vm_c)^{3/2}}{16\pi^3}(E-G)^2 ,
\label{J}
\end{equation}
because the integral is the area $\pi\Delta^2/8$ of a half disc of radius $\Delta/2$. The masses affect the prefactor, not the gap.

Two cases follow, with constants $b$ and $a$:
\begin{align}
D\ \text{constant:}&\quad C=b(E-G),\quad T=b(E^2-GE);\label{caseD}\\
P\ \text{constant:}&\quad T=a(E-G),\quad C=a(1-G/E).\label{caseP}
\end{align}
In the first case $T''=2b>0$: the Tauc plot bends upward, its local slope is too steep, and the line meets the axis above $G$. In the second, $C''=-2aG/E^3<0$: the Cody plot bends downward, its slope is too shallow, and the line meets the axis below $G$. Either way the Tauc gap is the larger.

\section*{How large the disagreement is}

\subsection*{Tangents, for any spectrum}

The tangent to $y(E)$ at $E_0$ reaches zero at $E_y=E_0-y/y'$, so $1/(E_0-E_y)=y'/y$. Since $T=EC$, the logarithmic derivatives obey $T'/T=1/E_0+C'/C$. With $d=E_0-E_C$,
\begin{equation}
\frac1{E_0-E_T}=\frac1{E_0}+\frac1d
\quad\Rightarrow\quad
E_T-E_C=d-\frac{E_0d}{E_0+d}=\frac{d^2}{E_0+d}.
\label{tangent}
\end{equation}
No band model entered. Wherever $C$ is positive and rising, $d>0$ and the Tauc gap exceeds the Cody gap. The sign of the difference therefore carries no information about the matrix element.

\subsection*{Lines through two energies}

For $E_1<E_2$ and $0<C_1<C_2$, the two intercepts are
\begin{equation}
E_C=\frac{E_1C_2-E_2C_1}{C_2-C_1},\qquad
E_T=\frac{E_1E_2(C_2-C_1)}{E_2C_2-E_1C_1}.
\label{secants}
\end{equation}
Over the common denominator, the numerator of $E_T-E_C$ is
\begin{equation}
E_1E_2(C_2-C_1)^2-(E_1C_2-E_2C_1)(E_2C_2-E_1C_1)
=C_1C_2(E_2-E_1)^2 .
\end{equation}
The terms in $C_1^2$ and $C_2^2$ cancel, and the mixed terms $-2E_1E_2+E_1^2+E_2^2$ form the square. The difference is again positive for any such data.

Now insert the two cases. For constant $D$, the denominator of $E_T$ is $b(E_2-E_1)(E_1+E_2-G)$, so
\begin{equation}
E_T=\frac{E_1E_2}{E_1+E_2-G}=G+\frac{(E_1-G)(E_2-G)}{E_1+E_2-G}.
\label{secD}
\end{equation}
For constant $P$, $C_2-C_1=aG(E_2-E_1)/(E_1E_2)$ and $E_1C_2-E_2C_1=a(E_2-E_1)[G(E_1+E_2)/(E_1E_2)-1]$, so
\begin{equation}
E_C=E_1+E_2-\frac{E_1E_2}{G}=G-\frac{(E_1-G)(E_2-G)}{G}.
\label{secP}
\end{equation}

\subsection*{Least-squares lines}

The residual of a least-squares line, with all energies in the window weighted equally, integrates to zero both alone and multiplied by $E$. It must change sign. If it did so once, at $E_*$, its product with $E-E_*$ would have one sign and could not integrate to zero. A strictly curved plot meets a line at most twice, so the fitted line crosses the plot at two energies inside the window. It is then one of the lines just treated, and the wrong plot errs in the same direction.

For a window of centre $m$ and half-width $h$, put $E=m+u$. With constant $D$, $T/b=m^2-Gm+(2m-G)u+u^2$. The best line replaces $u^2$ by its mean $h^2/3$, and its zero is at
\begin{equation}
E_T=m-\frac{m^2-Gm+h^2/3}{2m-G}=\frac{m^2-h^2/3}{2m-G}.
\label{lsD}
\end{equation}
With constant $P$, the function $1/E$ has mean $L/(2h)$, where $L=\ln[(m+h)/(m-h)]$. Its best slope is $s=\int (u/E)\,du\big/\int u^2du=3(2h-mL)/(2h^3)$, which is negative. The line for $C/a$ is $1-GL/(2h)-Gsu$, hence
\begin{equation}
E_C=m+\frac{1-GL/(2h)}{Gs}.
\label{lsP}
\end{equation}

\subsection*{Limits and an intermediate case}

Letting both energies in \eqref{secD} and \eqref{secP} tend to $E_0$ gives the tangent errors $(E_0-G)^2/(2E_0-G)$ and $-(E_0-G)^2/G$. Near the edge both vanish quadratically and the plots agree, but there a real film has tail states, which this model omits. Far above the edge, if the bands were still parabolic, the wrong Tauc gap would approach $E_0/2+G/4$, and the wrong Cody gap would be negative for $E_0>2G$.

Neither element need be constant. Let $D^2\propto E^{-2q}$, so that $q=0$ and $q=1$ are the two cases above. Then $C\propto E^{-q}(E-G)$, and with $\Delta_0=E_0-G$ the logarithmic derivatives give
\begin{equation}
E_C=E_0-\frac{1}{1/\Delta_0-q/E_0},\qquad
E_T=E_0-\frac{1}{1/\Delta_0+(1-q)/E_0}.
\label{q}
\end{equation}
For $0<q<1$ the first fraction exceeds $\Delta_0$ and the second is smaller, so $E_C<G<E_T$: the two gaps bracket the band edge and neither plot finds it.

\section*{Numbers for a model film}

Take $G=1.60$ eV, both masses equal to one electron mass, and $D^2=20000$ bohr$^5$ at 2.30 eV. One version of the film keeps $D$ constant, the other keeps $P$ constant. They share their bands and the value $\varepsilon_2=2.106$ at 2.30 eV. Elsewhere they differ by the factor $(2.30/E)^2$: at 2.00 eV the constant-momentum film has 0.910 against 0.688, a ratio of 1.32.

For tangents at $E_0=2.30$ eV, $E_0-G=0.70$ eV, and
\begin{align}
D\ \text{constant:}\quad E_T&=1.60+\frac{0.70^2}{3.00}=1.763\ \text{eV},\\
P\ \text{constant:}\quad E_C&=1.60-\frac{0.70^2}{1.60}=1.294\ \text{eV}.
\end{align}
The other plot returns 1.600 eV in each case. For $q=1/2$ the gaps are 1.692 eV (Tauc) and 1.474 eV (Cody), on either side of $G$.

Least-squares fits over three windows, each 0.60 eV wide, give the following gaps in eV for the wrong plot. The right plot gives 1.600 eV every time.
\begin{center}
\begin{tabular}{lcc}
Window (eV) & Tauc, $D$ constant & Cody, $P$ constant\\
1.70--2.30 & 1.654 & 1.522\\
2.00--2.60 & 1.753 & 1.317\\
2.30--2.90 & 1.869 & 1.000
\end{tabular}
\end{center}
The middle Tauc entry is $(2.30^2-0.30^2/3)/3.00=5.26/3.00=1.753$ eV, from \eqref{lsD}. The Cody error is larger because in \eqref{secP} the product of distances from the edge is divided by $G$, and in \eqref{secD} by the larger $E_1+E_2-G$.

A high coefficient of determination $R^2$ gives little warning of a wrong plot. For the wrong plot $R^2$ lies between 0.993 and 0.999 in all six fits, and within each kind of plot it improves as the window moves up and the gap gets worse. For the Tauc plot the reason can be computed. The part of $u^2$ that no line can follow has variance $h^4/5-h^4/9=4h^4/45$, while the fitted slope contributes $(2m-G)^2h^2/3$. Their ratio,
\begin{equation}
\frac{1-R^2}{R^2}=\frac{4h^2}{15(2m-G)^2},
\end{equation}
is 0.0027 for the middle window, in agreement with the printed $R^2=0.99734$. It falls as $m$ rises, because the same curvature is set against a steeper line, while the extrapolation to the axis becomes longer.

The residuals are a better guide, although relative to the ordinate they too shrink as the window moves up and the gap gets worse. At the centre of the middle window the fitted Tauc line lies above the plot by $h^2/3=0.03$ eV$^2$ in $T/b$, where $T/b$ itself is $2.30\times0.70=1.61$ eV$^2$. That is 1.9\% of the ordinate, or nearly 4\% in $\varepsilon_2$. Data accurate to 1\% would show it as a systematic bow about the line.

A damped-oscillator spectrum, which has no gap, shows how little the ordering means. Its tangents at 2.30 eV give 1.234 eV (Tauc) and 0.314 eV (Cody). Here $d=1.986$ eV, and \eqref{tangent} gives a difference of $1.986^2/4.286=0.920$ eV, as found.

\section*{What the disagreement can and cannot tell}

Within the two constant-element models, the drift with the window is informative. If $D$ is constant, the Cody gap stays put and the Tauc gap rises; if $P$ is constant, the Tauc gap stays put and the Cody gap falls. The table shows both drifts. If both gaps move, neither model describes the data in that range. This holds for plots of $\varepsilon_2$, or of $\alpha$ with $n(E)$ kept. If $n$ is left out and varies over the windows, both gaps move even when one of the models is right.

The inference has a limit set by \eqref{eps}: the spectrum fixes the product $D^2J$, not its factors. A constant $P$ with a joint density of states proportional to $E^2(E-G)^2$ would give the same $\varepsilon_2$ as a constant $D$ with parabolic bands. A stable Cody gap thus supports a constant dipole element only if the parabolic bands are known independently. Tail states, electron--hole attraction and a window that leaves the parabolic range can also move the intercepts.

The numerical output below includes checks of the ingredients. In a disordered one-dimensional box, relation \eqref{px} holds among the twelve lowest states to $3\times10^{-9}$ atomic units. An explicit count of pairs of box states agrees with the integral of \eqref{J} to within 0.05\% for equal and for unequal masses.

\section*{Computed values}
\begin{verbatim}
band-edge separation G = 1.60 eV, both masses 1 electron mass
matching energy = 2.30 eV
D2 at matching energy = 20000 bohr^5
P2 at matching energy = 142.9 atomic units
disordered box: largest |p - E x| mismatch = 2.8e-09 a.u.
oscillator sum / expected = 0.999999
pair count / formula, masses 1 and 1   = 1.0003
pair count / formula, masses 1 and 0.5 = 0.9996
eps2 (dimensionless): energy, constant dipole, constant momentum
  2.00 eV  0.688  0.910
  2.30 eV  2.106  2.106
  2.60 eV  4.299  3.364
least-squares gaps, constant dipole film:
  window 1.70-2.30 eV: Tauc 1.654 eV (R2 0.99585), Cody 1.600 eV (R2 1.00000), difference 0.054 eV
  window 2.00-2.60 eV: Tauc 1.753 eV (R2 0.99734), Cody 1.600 eV (R2 1.00000), difference 0.153 eV
  window 2.30-2.90 eV: Tauc 1.869 eV (R2 0.99815), Cody 1.600 eV (R2 1.00000), difference 0.269 eV
least-squares gaps, constant momentum film:
  window 1.70-2.30 eV: Tauc 1.600 eV (R2 1.00000), Cody 1.522 eV (R2 0.99393), difference 0.078 eV
  window 2.00-2.60 eV: Tauc 1.600 eV (R2 1.00000), Cody 1.317 eV (R2 0.99542), difference 0.283 eV
  window 2.30-2.90 eV: Tauc 1.600 eV (R2 1.00000), Cody 1.000 eV (R2 0.99643), difference 0.600 eV
lines through 2.00 and 2.60 eV:
  constant dipole: Tauc 1.733 eV, Cody 1.600 eV
  constant momentum: Tauc 1.600 eV, Cody 1.350 eV
tangent gaps at 2.30 eV:
  q = 0.0: Tauc 1.763 eV, Cody 1.600 eV
  q = 0.5: Tauc 1.692 eV, Cody 1.474 eV
  q = 1.0: Tauc 1.600 eV, Cody 1.294 eV
oscillator spectrum, tangents at 2.30 eV: Tauc 1.234 eV, Cody 0.314 eV
\end{verbatim}
